# Why slow vacuum modes make the electron's g−2 positive

## Two clocks in one magnetic field

An electron in a uniform magnetic field keeps two clocks. Its velocity turns at the cyclotron frequency $\omega_c$, and its spin precesses at the frequency $\omega_s$. For an electron of charge $-e$ and observed mass $m$ in a weak field $B$,

$$\omega_c=\frac{eB}{m},\qquad \omega_s=\frac g2\,\frac{eB}{m},\qquad\text{so}\qquad \frac g2=\frac{\omega_s}{\omega_c}. \tag{1}$$

If $g$ were 2, the clocks would agree. In fact the spin runs ahead by roughly one part in a thousand.

The sign looks wrong at first. The fluctuating magnetic field of the vacuum shakes the spin about its mean direction. A shaken spin has a smaller mean projection, hence a smaller effective moment, which suggests $g<2$. That argument concerns the numerator of $\omega_s/\omega_c$ alone. The vacuum modes also act on the denominator, and the two effects must be weighed against each other.

This can be done in a nonrelativistic model that keeps the modes with $0<\omega<\omega_M$, where

$$x=\frac{\hbar\omega_M}{mc^2}\ll1 .$$

The result concerns the contribution of these slow modes. The full leading value $g/2-1=\alpha/2\pi$ also needs relativistic modes, which the model lacks.

## The model

Let $m_0$ be the bare mass, that of the electron without its coupling to the modes, and let the bare spin factor be 2. Let $\mathbf B$ point along $z$, and let $\boldsymbol\pi=\mathbf p+e\mathbf A_{\rm ext}$ contain the potential of this static field alone. For a slow electron the quantized fields may be taken at a fixed point. The orbit need not be small compared with the wavelength. What counts is the distance $v/\omega$ covered during the response time $1/\omega$ of a mode, and this is smaller than $1/k=c/\omega$ by the factor $v/c$. The recoil from the photon momentum, which this step also drops, is examined below. The Hamiltonian is

$$H=\frac{(\boldsymbol\pi+e\mathbf A)^2}{2m_0}+\frac{e}{m_0}\mathbf S\cdot(\mathbf B+\mathbf B_q)+H_{\rm rad}. \tag{2}$$

The spin term is positive because the moment of a negative charge is opposite to $\mathbf S$. Without the modes, both clocks run at $\omega_0=eB/m_0$.

In a box of volume $V$, with real polarization vectors $\boldsymbol\varepsilon\perp\mathbf k$,

$$\mathbf A=\sum_{\mathbf k\varepsilon}\mathcal A_k\boldsymbol\varepsilon\,(a+a^\dagger),\quad \mathbf B_q=\sum_{\mathbf k\varepsilon}i\mathcal A_k(\mathbf k\times\boldsymbol\varepsilon)(a-a^\dagger),\quad \mathcal A_k^2=\frac{\hbar}{2\varepsilon_0\omega V}. \tag{3}$$

The orbit couples to the combinations $\sum\varepsilon_i a$ and the spin to $\sum(\mathbf k\times\boldsymbol\varepsilon)_j a$, at each frequency. The commutator of one combination with the adjoint of the other is $\sum\varepsilon_i(\mathbf k\times\boldsymbol\varepsilon)_j$. This is odd in $\mathbf k$, so the modes $\mathbf k$ and $-\mathbf k$ cancel. Orbit and spin therefore couple to independent oscillators, and each can be treated by itself.

Two sums will be needed. Polarization vectors obey $\sum_\varepsilon\varepsilon_i\varepsilon_j=\delta_{ij}-k_ik_j/k^2$, whose average over directions is $\tfrac23\delta_{ij}$. For a large box,

$$\sum_{\mathbf k}\to\frac{V}{8\pi^3}\int4\pi k^2\,dk=\frac{V}{2\pi^2c^3}\int_0^{\omega_M}\omega^2\,d\omega. \tag{4}$$

## First contribution: the orbit gains inertia

**Equation of motion.** The velocity in the plane is $\mathbf v=(\boldsymbol\pi+e\mathbf A)/m_0$. From the definition of $\boldsymbol\pi$,

$$[\pi_x,\pi_y]=-i\hbar e(\partial_xA_{{\rm ext},y}-\partial_yA_{{\rm ext},x})=-i\hbar eB .$$

The orbital energy is $m_0v^2/2$, and $\mathbf A$ commutes with $\boldsymbol\pi$ because it is taken at a fixed point. Heisenberg's equation gives

$$\dot\pi_x=\frac{1}{i\hbar}[\pi_x,\pi_y]\,v_y=-eBv_y,\qquad \dot\pi_y=eBv_x .$$

With $\pi_+=\pi_x+i\pi_y$ and $v_+=v_x+iv_y$, these combine into

$$\dot\pi_+=ieB\,v_+ . \tag{5}$$

**The field made by the electron.** Introduce $q=\sqrt{\hbar/2\omega}\,(a+a^\dagger)$ for each mode. Then $\mathbf A=\sum\boldsymbol\varepsilon\,q/\sqrt{\varepsilon_0V}$, and each mode is an oscillator of unit mass. The derivative of the orbital energy with respect to $q$ is $e\,\boldsymbol\varepsilon\cdot\mathbf v/\sqrt{\varepsilon_0V}$, so

$$\ddot q+\omega^2q=-\frac{e\,\boldsymbol\varepsilon\cdot\mathbf v}{\sqrt{\varepsilon_0V}} .$$

For motion at frequency $\Omega$, the driven part of $q$ is the right-hand side divided by $\omega^2-\Omega^2$. Summing over modes with the factor $\tfrac23$ and equation (4) gives

$$\mathbf A=-\frac{e}{\varepsilon_0V}\sum_{\mathbf k\varepsilon}\frac{\boldsymbol\varepsilon(\boldsymbol\varepsilon\cdot\mathbf v)}{\omega^2-\Omega^2}
=-\frac{e\mathbf v}{3\pi^2\varepsilon_0c^3}\int_0^{\omega_M}\frac{\omega^2\,d\omega}{\omega^2-\Omega^2}. \tag{6}$$

Write the integrand as $1+\Omega^2/(\omega^2-\Omega^2)$. The first term gives $\omega_M$. The second has principal value

$$\frac{\Omega}{2}\ln\frac{\omega_M-\Omega}{\omega_M+\Omega}\approx-\frac{\Omega^2}{\omega_M},$$

and the pole at $\omega=\Omega$ adds an imaginary part of magnitude $\pi\Omega/2$, which describes radiation damping. Both are negligible beside $\omega_M$ when $B\to0$, since $\Omega$ is then small.

**The added mass.** In this limit $\boldsymbol\pi=m_0\mathbf v-e\mathbf A=(m_0+\delta m)\mathbf v$. Using $e^2=4\pi\varepsilon_0\hbar c\,\alpha$,

$$\delta m=\frac{e^2\omega_M}{3\pi^2\varepsilon_0c^3}=\frac{4\alpha}{3\pi}\frac{\hbar\omega_M}{c^2}. \tag{7}$$

Equation (5) becomes $(m_0+\delta m)\dot v_+=ieBv_+$, and therefore

$$\omega_c=\frac{eB}{m_0+\delta m}. \tag{8}$$

The moving charge carries a field with it, and this field has to be turned along with the charge. The inertia grows, while the magnetic force $-e\mathbf v\times\mathbf B$ at a given velocity stays the same. The electron turns more slowly.

No expansion in $\alpha$ was made, because the equations are linear. Within the model, equation (8) holds at any coupling for $B\to0$. Diagonalization of the full quadratic Hamiltonian with an artificial $\alpha=2$ and $\hbar\omega_M=0.5\,m_0c^2$ gives $\delta m/m_0=0.42442$ with 60 modes and $\hbar\omega_0=10^{-4}\,m_0c^2$, against $0.42441$ from equation (7). The last digit depends on the mode mesh at this finite field; it moves from $0.42441$ to $0.42446$ between 15 and 960 modes.

## Second contribution: the spin is shaken

**Level shifts.** The interaction is $(e\hbar/2m_0)\,\boldsymbol\sigma\cdot\mathbf B_q$. For each mode and Cartesian component, define the coupling frequency $\lambda_i$ by

$$\lambda_i^2=\left(\frac{e}{2m_0}\right)^2\mathcal A_k^2\,(\mathbf k\times\boldsymbol\varepsilon)_i^2 .$$

The $z$ component does not flip the spin. It shifts both levels by $-\hbar\sum\lambda_z^2/\omega$ and leaves their separation unchanged. The $x$ and $y$ components flip the spin and emit a photon. The squared matrix element is $\hbar^2(\lambda_x^2+\lambda_y^2)$, since $\sigma_x$ and $\sigma_y$ contribute with relative phase $\pm i$.

Starting from the upper level, the intermediate state lies higher by $\hbar(\omega-\omega_0)$; starting from the lower level, by $\hbar(\omega+\omega_0)$. The second-order shifts are

$$\Delta E_\uparrow=-\hbar\sum\frac{\lambda_x^2+\lambda_y^2}{\omega-\omega_0},\qquad
\Delta E_\downarrow=-\hbar\sum\frac{\lambda_x^2+\lambda_y^2}{\omega+\omega_0}.$$

Their difference changes the splitting by

$$\Delta E_\uparrow-\Delta E_\downarrow=-2\hbar\omega_0\sum\frac{\lambda_x^2+\lambda_y^2}{\omega^2-\omega_0^2}. \tag{9}$$

As $B\to0$ the $\omega_0^2$ in the denominator may be dropped. The summand, including the mode density, is proportional to $\omega^3/(\omega^2-\omega_0^2)$, so the principal-value correction is of relative order $(\omega_0/\omega_M)^2\ln(\omega_M/\omega_0)$. By isotropy the sums over $\lambda_x^2$ and $\lambda_y^2$ are equal. Hence

$$\omega_s=\omega_0(1-\eta),\qquad \eta=4\sum\frac{\lambda_x^2}{\omega^2}. \tag{10}$$

**The sum.** The vector $\mathbf k\times\boldsymbol\varepsilon$ is a polarization vector multiplied by $k$. Its squared $x$ component, summed over polarizations and averaged over directions, is therefore $\tfrac23\omega^2/c^2$. With equations (3) and (4),

$$\eta=4\,\frac{e^2}{4m_0^2}\,\frac{V}{2\pi^2c^3}\int_0^{\omega_M}\omega^2\,\frac{\hbar}{2\varepsilon_0\omega V}\,\frac{2\omega^2}{3c^2}\,\frac{d\omega}{\omega^2}
=\frac{e^2\hbar}{6\pi^2\varepsilon_0m_0^2c^5}\int_0^{\omega_M}\omega\,d\omega .$$

The last integral is $\omega_M^2/2$. Replacing $e^2$ by $4\pi\varepsilon_0\hbar c\,\alpha$ gives

$$\eta=\frac{\alpha}{3\pi}\left(\frac{\hbar\omega_M}{m_0c^2}\right)^2. \tag{11}$$

**The same number from the picture of a shaken spin.** A transverse field component oscillating at $\omega\gg\omega_0$ with mean square $\langle b_x^2\rangle$ tilts the spin back and forth through an angle with mean square $(e/m_0)^2\langle b_x^2\rangle/\omega^2$. The vacuum value of $\langle b_x^2\rangle$ for one mode is $\mathcal A_k^2(\mathbf k\times\boldsymbol\varepsilon)_x^2$, so this mean square is $4\lambda_x^2/\omega^2$. Tilts about $x$ and $y$ add up to $\langle\theta^2\rangle=8\sum\lambda_x^2/\omega^2$. The mean projection on the static field is reduced by the factor $1-\langle\theta^2\rangle/2=1-\eta$.

The intuition that fluctuations weaken the moment is thus correct, and equation (11) gives its size for a magnetic vacuum field taken at a fixed point. Further terms of the same order in $x$ appear once recoil is kept, as discussed below. A diagonalization with quantized modes, $\alpha=0.05$ and $\hbar\omega_M=0.5\,m_0c^2$ gives a lowering of $1.323\times10^{-3}$, against $1.326\times10^{-3}$ from equation (11), which is of first order in $\alpha$.

## Weighing the two, frequency by frequency

Let $y=\hbar\omega/mc^2$. To first order in $\alpha$, $m_0$ may be replaced by $m$ inside the corrections. The fractional lowering of each clock by the modes between $y$ and $y+dy$ is then

$$\text{orbit: }\ \frac{\alpha}{\pi}\,\frac43\,dy,\qquad\qquad \text{spin: }\ \frac{\alpha}{\pi}\,\frac{2y}{3}\,dy. \tag{12}$$

The integrals up to $x$ reproduce $\delta m/m$ and $\eta$. In the model the orbital effect is larger by the factor $2/y$, so for slow modes it dominates. The omitted terms change the number in this factor but not the power $1/y$.

The reason lies in the coupling. The charge couples to $\mathbf A$, and its added mass weighs each mode by $\mathcal A_k^2/\omega\propto1/\omega^2$, which cancels the mode density $\omega^2$. The spin couples to $\mathbf B_q$, whose amplitude has an extra factor $k$, and its tilt weighs each mode by $k^2\mathcal A_k^2/\omega^2\propto1/\omega$. One power of $\omega$ is left over. A slow mode has little magnetic field with which to shake a spin, but it still adds inertia to a charge.

## Could an omitted term change the verdict?

The model leaves out recoil, spin-orbit coupling and relativistic corrections to the kinetic energy. A term of order $\alpha x$ in the spin frequency would compete with $\delta m/m$, so its absence has to be shown.

Consider one exchanged photon and $B\to0$. The correction relative to $e\mathbf S\cdot\mathbf B/m$ is dimensionless, and apart from $\alpha$ it can depend only on $\hbar\omega_M/mc^2$. A correction $\alpha x^n$ therefore comes with a total mass power $m^{-(n+1)}$. For $n=1$ one needs all terms of total order $m^{-2}$. They are the following.

- **Two couplings $e\mathbf A\cdot\boldsymbol\pi/m$.** This product contains no spin. It is the mass shift.
- **One coupling $e\mathbf A\cdot\boldsymbol\pi/m$ and one $e\mathbf S\cdot\mathbf B_q/m$.** The sum is odd in $\mathbf k$ and vanishes.
- **Two couplings $e\mathbf S\cdot\mathbf B_q/m$.** Isotropy leaves $\mathbf S\cdot\mathbf S$, a constant.
- **The spin-orbit term, proportional to $\mathbf S\cdot[\mathbf E\times(\boldsymbol\pi+e\mathbf A)]/m^2c^2$.** For the transverse field, the vacuum mean of $\mathbf E\times\mathbf A$ contains $\boldsymbol\varepsilon\times\boldsymbol\varepsilon=0$. The electron's own Coulomb field at its own position is a sum odd in $\mathbf k$, and it vanishes too.
- **The Darwin term, proportional to $\nabla\cdot\mathbf E/m^2c^2$.** It contains no spin, and for the electron's own field it is a constant.

The energy denominators in the two-coupling terms are $\hbar\omega$ at this order. Recoil and the Zeeman energy in them bring a further factor $1/m$, and the relativistic kinetic correction starts at $m^{-3}$. The spin frequency, measured against $eB/m_0$, thus has no correction of order $\alpha x$.

Recoil in the mass shift shows how such a correction enters. For a free electron of momentum $\mathbf p$, the second-order energy is

$$-\frac{e^2}{m^2}\sum_{\mathbf k\varepsilon}\frac{\mathcal A_k^2(\boldsymbol\varepsilon\cdot\mathbf p)^2}{\hbar\omega+\hbar^2k^2/2m-\hbar\mathbf k\cdot\mathbf p/m}.$$

Without the last two terms in the denominator, the sum gives $-p^2\delta m/2m^2$, the first-order change of $p^2/2m$ when the mass grows by $\delta m$. For small $p$ the term $\hbar\mathbf k\cdot\mathbf p/m$ drops out of the coefficient of $p^2$. The term $\hbar^2k^2/2m=\hbar\omega\,y/2$ remains and replaces $x$ in the mass shift by

$$\int_0^x\frac{dy}{1+y/2}=2\ln\!\left(1+\frac x2\right)=x-\frac{x^2}{4}+\dots \tag{13}$$

At $x=0.1$ this term alone reduces the added mass by the factor 0.976. Relativistic terms of the same order act the other way and are larger, so this factor is not the net correction. The leading term is untouched.

Other omitted terms can also contribute at order $\alpha x^2$, the order of $\eta$. Equation (11) is therefore only the magnetic-dipole part of the spin correction, and the complete coefficient of $\alpha x^2$ is not derived here. The omitted part is not small beside $\eta$. With recoil, the cross term of $\mathbf A\cdot\boldsymbol\pi$ and $\mathbf S\cdot\mathbf B_q$ no longer vanishes and doubles the spin lowering. The one-photon Dirac self-energy in Coulomb gauge with the same cutoff, quoted without derivation, gives $5y/3$ in place of $2y/3$ in equation (12). The sign of $g-2$ does not depend on it when $x$ is small enough.

## The observed mass as the measure

A cyclotron experiment measures $m=m_0+\delta m$. The bare mass cannot be read off separately. From equations (1), (8) and (10),

$$\frac g2=\frac{\omega_s}{\omega_c}=\frac{(eB/m_0)(1-\eta)}{eB/m}=\frac{m}{m_0}(1-\eta). \tag{14}$$

Since $m/m_0=1+\delta m/m_0$, the model gives to first order in $\alpha$

$$\frac g2-1=\frac{\alpha}{\pi}\left(\frac{4x}{3}-\frac{x^2}{3}\right), \tag{15}$$

and the part that survives all omitted corrections is

$$\boxed{\;\frac g2-1=\frac{4\alpha}{3\pi}\,x+O(\alpha x^2)>0\quad\text{for sufficiently small }x\;}$$

at first order in $\alpha$.

The puzzle came from comparing the moment with the wrong unit. In the model the moment is $(e\hbar/2m_0)(1-\eta)$. It is smaller than the bare magneton $e\hbar/2m_0$, as the shaking argument says. But $g$ is defined with the magneton $e\hbar/2m$ of the observed mass, and that unit has shrunk by more than the moment has.

## Worked example: a free electron at 1 T

Take $B=1$ T and $x=0.1$, a cutoff energy of 51.1 keV. Equation (7) gives

$$\frac{\delta m}{m}=\frac{4\times0.0072974}{3\pi}\times0.1=3.097\times10^{-4},$$

and equation (11), with $m_0=m-\delta m$, gives $\eta=7.75\times10^{-6}$.

The observed mass fixes the cyclotron frequency at $\omega_c/2\pi=27.99249$ GHz. The bare frequency in the model follows on division by $m_0/m$:

$$\frac{\omega_0}{2\pi}=\frac{27.99249\ \text{GHz}}{1-3.097\times10^{-4}}=28.00116\ \text{GHz}.$$

Relative to this common starting value, the modes lower the cyclotron frequency by 8.672 MHz and the spin frequency by 0.217 MHz. The ratio is about 40, as expected from $(4x/3)/(x^2/3)=4/x$. These separate shifts belong to the model. The one-photon Dirac self-energy with the same cutoff gives about 8.9 MHz and 0.52 MHz, a ratio near 17, with nearly the same difference. The spin clock is left ahead by $8.672-0.217=8.455$ MHz, so

$$\frac g2-1=\frac{8.455\ \text{MHz}}{27992.49\ \text{MHz}}=3.02\times10^{-4},\qquad g\approx2.0006 .$$

The leading term alone gives $3.10\times10^{-4}$. The difference comes from the $\alpha x^2$ term of the model, and other terms of that order are omitted. Their natural scale is $\alpha x^2/\pi=2.3\times10^{-5}$, so the result to quote is about $3\times10^{-4}$, with a positive sign.

## Where the argument stops

The result grows with the cutoff: the model gives $1.53\times10^{-4}$ at $x=0.05$ and $5.89\times10^{-4}$ at $x=0.2$. A cutoff-dependent number is the contribution of a chosen set of modes, here those below a sharp limit in the electron's rest frame. It is not a prediction of the measured $g$.

For scale, $\alpha/2\pi=1.161\times10^{-3}$. The leading term would equal this at $x=3/8$, because $(4\alpha/3\pi)(3/8)=\alpha/2\pi$. This cutoff was chosen to produce the match, so the match does not derive $\alpha/2\pi$. At such a cutoff the undetermined terms in $x^2$ need not be small, and modes with $\hbar\omega$ near $mc^2$ require the relativistic theory. What the model establishes is the sign for slow modes: they hold back the charge more than they weaken the spin.

The numerical check below evaluates the mode sums with explicit plane waves and polarization vectors, obtains both frequency shifts by diagonalization with mode couplings averaged over directions, and computes the recoil integral by quadrature.

## Table of computed values

```
TESTS
box sum / formula, added mass: 1.00029
box sum / formula, spin lowering: 0.99966
normalized A-B correlation: 3.7e-17
model alpha (weak): 0.05
model cutoff hbar w_M/(m0 c^2): 0.50
added mass/m0, diagonalization: 0.010610
added mass/m0, formula: 0.010610
model alpha (strong): 2.00
strong added mass/m0, diagonalization: 0.424416
strong added mass/m0, formula: 0.424413
spin lowering, diagonalization: 1.323262e-03
spin lowering, formula: 1.326291e-03
model g/2-1, diagonalization: 9.273150e-03
model g/2-1, first order in alpha: 9.284038e-03
recoil factor at x=0.1, quadrature: 0.975803
recoil factor at x=0.1, formula: 0.975803
ELECTRON EXAMPLE
fine-structure constant alpha: 0.007297353
electron mass m: 9.109384e-31 kg
magnetic field B: 1.0 T
cutoff x: 0.10
cutoff energy: 51.0999 keV
delta_m/m: 3.097093e-04
spin lowering eta: 7.747530e-06
bare frequency: 28.0011621 GHz
cyclotron frequency: 27.9924898 GHz
spin frequency: 28.0009451 GHz
cyclotron lowering: 8.67222 MHz
spin lowering: 0.21694 MHz
ratio of lowerings: 39.975
g/2-1, model: 3.020553e-04
g/2-1, first order in alpha: 3.019665e-04
g/2-1, leading term only: 3.097093e-04
g, model: 2.00060411
g/2-1, model, x=0.05: 1.529420e-04
g/2-1, model, x=0.20: 5.887739e-04
alpha/(2 pi), for scale: 1.161410e-03
x where leading term equals alpha/(2 pi): 0.3750
```
